**Heat rectification: harmonic junctions against a two-level bridge**

A fully harmonic two-terminal junction carries a heat current that only changes sign when its reservoir temperatures are exchanged, while a two-level bridge with unequal contacts rectifies. Here `G` is the junction response, `Gam` twice the imaginary self-energy, `n` the Bose occupation, `w0` the bridge frequency, `gL` and `gR` the contact rates, and `p_top` the population of the highest level kept. The program asserts that the transmission formula agrees with exact time evolution of a finite system for three temperature settings. It also asserts that the golden-rule rates agree with explicit sums over chain modes, and that the full harmonic formula approaches the weak-coupling oscillator current. Rate-matrix solutions are compared with the closed formulas for ladders of 2 to 60 levels. The output shows harmonic currents of equal size in both directions, 47.20 eV/ns. The two-level bridge has a reverse-to-forward ratio of 1.59, which falls to 1 as the harmonic ladder is restored or when the contacts are made equal.

## Check in Python

```python
"""Heat rectification: harmonic junctions against a two-level bridge.

Result under test (hbar = k_B = 1, mass-weighted coordinates):
 (A) A harmonic junction between two harmonic reservoirs carries
       J = int_0^inf dw/(2 pi) w Tr[Gam_L G Gam_R G^+] (n_L - n_R),
     so exchanging the reservoir temperatures only reverses the sign of J.
 (B) A weakly coupled bridge made of the lowest N oscillator levels carries
       J = w0 gL gR/(gL+gR) (n_L - n_R) (1 - N p_top),
     which rectifies for finite N and unequal contacts, not for N -> infinity.
Symbols: G junction response, Gam twice the imaginary self-energy, n Bose
occupation, w0 bridge frequency, gL and gR golden-rule contact rates,
p_top population of the highest level kept.
Energies, frequencies and temperatures in eV; force constants in eV^2.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

HBAR_EV_NS = constants.hbar / constants.e * 1e9
EV_PER_NS_IN_PW = constants.e * 1e9 * 1e12
KELVIN_PER_EV = constants.e / constants.k


def bose(w, temp):
    return 1.0 / np.expm1(w / temp)


# Reservoirs: semi-infinite chains, diagonal 2k, neighbour coupling -k
k_left, k_right = 0.030**2, 0.025**2
top_left, top_right = 2 * np.sqrt(k_left), 2 * np.sqrt(k_right)
hot, cold = 0.040, 0.020


def surface_response(w, k):
    """Causal end-site response of a semi-infinite chain inside its band."""
    c = 1 - w**2 / (2 * k)
    return (c + 1j * np.sqrt(max(0.0, 1 - c * c))) / k


def transmission(w, K, a_left, a_right):
    sig_l = np.outer(a_left, a_left) * surface_response(w, k_left)
    sig_r = np.outer(a_right, a_right) * surface_response(w, k_right)
    G = np.linalg.inv(K - w**2 * np.eye(len(K)) - sig_l - sig_r)
    return np.trace(2 * sig_l.imag @ G @ (2 * sig_r.imag) @ G.conj().T).real


def landauer(K, a_left, a_right, t_left, t_right, points):
    def integrand(w):
        return (w * transmission(w, K, a_left, a_right)
                * (bose(w, t_left) - bose(w, t_right)) / (2 * np.pi))
    return quad(integrand, 0, min(top_left, top_right), points=points,
                limit=400, epsabs=0, epsrel=1e-8)[0]


# ---- Part A: two-site junction, exact time evolution of a finite system ----
K_junction = np.array([[0.035**2, -0.018**2], [-0.018**2, 0.028**2]])
contact_left = np.array([-4.0e-4, -1.0e-4])
contact_right = np.array([0.0, -2.25e-4])
M = 400                       # atoms in each finite reservoir
time = 15000.0                # 1/eV, before reflections return


def chain(k):
    return 2 * k * np.eye(M) - k * (np.eye(M, k=1) + np.eye(M, k=-1))


size = 2 * M + 2
junction = [M, M + 1]
surf_l, surf_r = 0, M + 2
Phi = np.zeros((size, size))
Phi[:M, :M] = chain(k_left)
Phi[M:M + 2, M:M + 2] = K_junction
Phi[M + 2:, M + 2:] = chain(k_right)
for site, a, b in zip(junction, contact_left, contact_right):
    Phi[site, surf_l] = Phi[surf_l, site] = a
    Phi[site, surf_r] = Phi[surf_r, site] = b
eigenvalues, modes = np.linalg.eigh(Phi)
assert eigenvalues[0] > 0                        # stable
assert np.sqrt(eigenvalues[-1]) < top_left       # no bound mode above bands
assert time < 2 * M / np.sqrt(k_left)            # no reflection yet
freq = np.sqrt(eigenvalues)


def rows(function_values, indices):
    return (modes[indices] * function_values) @ modes.T


def thermal_blocks(K, temp):
    lam, U = np.linalg.eigh(K)
    w = np.sqrt(lam)
    c = 1 / np.tanh(w / (2 * temp))
    return (U * (c / (2 * w))) @ U.T, (U * (c * w / 2)) @ U.T


def evolved_currents(t_left, t_right):
    """Power given to the junction by the left and by the right reservoir."""
    Cxx, Cpp = np.zeros_like(Phi), np.zeros_like(Phi)
    for part, temp in ((slice(0, M), t_left), (slice(M, M + 2), cold),
                       (slice(M + 2, size), t_right)):
        Cxx[part, part], Cpp[part, part] = thermal_blocks(Phi[part, part], temp)
    cos_t, sin_t = np.cos(freq * time), np.sin(freq * time)
    surfaces = [surf_l, surf_r]
    px = (rows(-freq * sin_t, junction) @ Cxx @ rows(cos_t, surfaces).T
          + rows(cos_t, junction) @ Cpp @ rows(sin_t / freq, surfaces).T)
    return -contact_left @ px[:, 0], -contact_right @ px[:, 1]


pairs = [(hot, cold), (cold, hot), (0.060, 0.010)]
direct, formula = [], []
for t_l, t_r in pairs:
    from_left, from_right = evolved_currents(t_l, t_r)
    expected = landauer(K_junction, contact_left, contact_right, t_l, t_r,
                        [0.02, 0.025, 0.03, 0.035, 0.04])
    # tolerance: remaining switching transients at finite time
    assert abs(from_left - expected) < 2e-3 * abs(expected)
    assert abs(from_left + from_right) < 2e-3 * abs(expected)
    direct.append(from_left)
    formula.append(expected)
assert abs(direct[0] + direct[1]) < 2e-3 * abs(direct[0])

# ---- Part B: one-site bridge, weak unequal contacts ----
w0 = 0.030
v_left, v_right = 1.0e-4, 2.5e-5


def contact_rate(v, k):
    return v**2 * surface_response(w0, k).imag / w0


g_left, g_right = contact_rate(v_left, k_left), contact_rate(v_right, k_right)


def summed_rates(v, k, temp, sites=1500, t1=20000.0, t2=40000.0):
    """Slope of second-order transition probabilities, explicit mode sum."""
    lam, U = eigh_tridiagonal(np.full(sites, 2 * k), np.full(sites - 1, -k))
    W = np.sqrt(lam)
    strength = (v * U[0])**2 / (2 * w0) / (2 * W)
    n = bose(W, temp)

    def probability(t, resonant, antiresonant):
        near = (t * np.sinc((w0 - W) * t / (2 * np.pi)))**2
        far = (t * np.sinc((w0 + W) * t / (2 * np.pi)))**2
        return np.sum(strength * (resonant * near + antiresonant * far))
    up = (probability(t2, n, n + 1) - probability(t1, n, n + 1)) / (t2 - t1)
    down = (probability(t2, n + 1, n) - probability(t1, n + 1, n)) / (t2 - t1)
    return up, down


for v, k, g, temp in ((v_left, k_left, g_left, hot),
                      (v_right, k_right, g_right, cold)):
    up, down = summed_rates(v, k, temp)
    # tolerance: finite observation time
    assert abs(up / (g * bose(w0, temp)) - 1) < 5e-3
    assert abs(down / (g * (bose(w0, temp) + 1)) - 1) < 5e-3
    if temp == hot:
        sampled_up = up


def ladder(levels, gl, gr, t_left, t_right):
    """Steady current and top population from the rate matrix."""
    nl, nr = bose(w0, t_left), bose(w0, t_right)
    A = np.zeros((levels, levels))
    for m in range(levels - 1):
        up = (m + 1) * (gl * nl + gr * nr)
        down = (m + 1) * (gl * (nl + 1) + gr * (nr + 1))
        A[m, m] -= up
        A[m + 1, m] += up
        A[m + 1, m + 1] -= down
        A[m, m + 1] += down
    A[0] = 1.0
    p = np.linalg.solve(A, np.eye(levels)[0])
    m = np.arange(levels - 1)
    J = w0 * gl * np.sum((m + 1) * (nl * p[:-1] - (nl + 1) * p[1:]))
    return J, p[-1]


def ratio(levels, gl, gr, t_hot, t_cold):
    return (-ladder(levels, gl, gr, t_cold, t_hot)[0]
            / ladder(levels, gl, gr, t_hot, t_cold)[0])


def oscillator_current(gl, gr, t_left, t_right):
    return w0 * gl * gr / (gl + gr) * (bose(w0, t_left) - bose(w0, t_right))


def two_level_current(gl, gr, t_left, t_right):
    nl, nr = bose(w0, t_left), bose(w0, t_right)
    return (w0 * gl * gr * (nl - nr)
            / (gl * (1 + 2 * nl) + gr * (1 + 2 * nr)))


level_counts = [2, 3, 4, 6, 10, 60]
for t_l, t_r in ((hot, cold), (cold, hot)):
    J2 = ladder(2, g_left, g_right, t_l, t_r)[0]
    assert np.isclose(J2, two_level_current(g_left, g_right, t_l, t_r),
                      rtol=1e-9, atol=0)
    harmonic = oscillator_current(g_left, g_right, t_l, t_r)
    assert np.isclose(ladder(60, g_left, g_right, t_l, t_r)[0], harmonic,
                      rtol=1e-8, atol=0)
    for N in level_counts:
        J, p_top = ladder(N, g_left, g_right, t_l, t_r)
        assert np.isclose(J, harmonic * (1 - N * p_top), rtol=1e-8, atol=0)

ratios = [ratio(N, g_left, g_right, hot, cold) for N in level_counts]
assert all(a > b for a, b in zip(ratios, ratios[1:]))
assert ratios[0] > 1.3 and abs(ratios[-1] - 1) < 1e-8
equal_ratio = ratio(2, g_left, g_left, hot, cold)
assert abs(equal_ratio - 1) < 1e-9
n_hot, n_cold = bose(w0, hot), bose(w0, cold)
limit_ratio = (1 + 2 * n_hot) / (1 + 2 * n_cold)
assert abs(ratio(2, g_left, 1e-6 * g_left, hot, cold) / limit_ratio - 1) < 1e-5
small = ratio(2, g_left, g_right, 0.031, 0.029)
half = ratio(2, g_left, g_right, 0.0305, 0.0295)
assert abs((small - 1) / (half - 1) - 2) < 0.05   # first order in the bias

# Full harmonic formula must approach the golden-rule oscillator current
K_one = np.array([[w0**2]])
near_resonance = [0.98 * w0, 0.995 * w0, w0, 1.005 * w0, 1.02 * w0]
full_weak = []
for scale, tolerance in ((1.0, 0.02), (0.1, 0.005)):
    s = np.sqrt(scale)
    full = landauer(K_one, np.array([-s * v_left]), np.array([-s * v_right]),
                    hot, cold, near_resonance)
    golden = oscillator_current(scale * g_left, scale * g_right, hot, cold)
    assert abs(full / golden - 1) < tolerance    # weak-coupling corrections
    full_weak.append((full, full / golden - 1))

# ---- Output ----
u = 1 / HBAR_EV_NS
print(f"hot, cold temperature k_B T: {hot:.3f}, {cold:.3f} eV")
print(f"the same: {hot*KELVIN_PER_EV:.1f}, {cold*KELVIN_PER_EV:.1f} K")
print(f"chain constants k_L, k_R: {k_left:.3e}, {k_right:.3e} eV^2")
print(f"band tops left, right: {top_left:.3f}, {top_right:.3f} eV")
print("A. HARMONIC TWO-SITE JUNCTION")
print(f"K11, K22, K12: {K_junction[0,0]:.3e}, {K_junction[1,1]:.3e}, "
      f"{K_junction[0,1]:.3e} eV^2")
print(f"left contact to sites 1, 2: {contact_left[0]:.2e}, "
      f"{contact_left[1]:.2e} eV^2")
print(f"right contact to sites 1, 2: {contact_right[0]:.2e}, "
      f"{contact_right[1]:.2e} eV^2")
print(f"atoms per finite chain: {M}")
print(f"observation time: {time*HBAR_EV_NS*1e3:.2f} ps")
for w in (0.020, 0.030, 0.040):
    tr = transmission(w, K_junction, contact_left, contact_right)
    print(f"transmission at {w:.3f} eV: {tr:.4f}")
for (t_l, t_r), d, f in zip(pairs, direct, formula):
    print(f"T_L={t_l:.3f}, T_R={t_r:.3f} eV: J evolved {d*u:.4f}, "
          f"formula {f*u:.4f} eV/ns")
print(f"evolved |reverse/forward|: {abs(direct[1]/direct[0]):.6f}")
print("B. ONE-SITE BRIDGE")
print(f"bridge quantum w0: {w0:.3f} eV")
print(f"contact constants v_L, v_R: {v_left:.2e}, {v_right:.2e} eV^2")
print(f"contact rates g_L, g_R: {g_left:.4e}, {g_right:.4e} eV")
print(f"rate ratio g_L/g_R: {g_left/g_right:.3f}")
print(f"occupations n_hot, n_cold: {n_hot:.4f}, {n_cold:.4f}")
print(f"left upward rate, hot, mode sum: {sampled_up:.4e} eV")
print(f"left upward rate, hot, g_L n: {g_left*n_hot:.4e} eV")
J_osc = oscillator_current(g_left, g_right, hot, cold)
print(f"oscillator J, golden rule: {J_osc*u:.4f} eV/ns")
print(f"oscillator J, full formula: {full_weak[0][0]*u:.4f} eV/ns")
print(f"relative difference: {100*full_weak[0][1]:.3f} %")
print(f"difference at 0.1 of the rates: {100*full_weak[1][1]:.3f} %")
J_f, p_f = ladder(2, g_left, g_right, hot, cold)
J_r, p_r = ladder(2, g_left, g_right, cold, hot)
print(f"two-level J, left hot: {J_f*u:.4f} eV/ns = "
      f"{J_f*u*EV_PER_NS_IN_PW:.2f} pW")
print(f"two-level J, left cold: {J_r*u:.4f} eV/ns = "
      f"{J_r*u*EV_PER_NS_IN_PW:.2f} pW")
print(f"upper population, left hot, left cold: {p_f:.4f}, {p_r:.4f}")
print(f"factor 1-2p, left hot, left cold: {1-2*p_f:.4f}, {1-2*p_r:.4f}")
for N, r in zip(level_counts, ratios):
    print(f"|reverse/forward| with {N} levels: {r:.6f}")
print(f"two levels, equal contacts: {equal_ratio:.6f}")
print(f"two levels, limit g_L >> g_R: {limit_ratio:.4f}")
print(f"two levels, T = 0.0310 and 0.0290 eV: {small:.5f}")
print(f"two levels, T = 0.0305 and 0.0295 eV: {half:.5f}")
print("finished without a failed check")
```

Output:

```
hot, cold temperature k_B T: 0.040, 0.020 eV
the same: 464.2, 232.1 K
chain constants k_L, k_R: 9.000e-04, 6.250e-04 eV^2
band tops left, right: 0.060, 0.050 eV
A. HARMONIC TWO-SITE JUNCTION
K11, K22, K12: 1.225e-03, 7.840e-04, -3.240e-04 eV^2
left contact to sites 1, 2: -4.00e-04, -1.00e-04 eV^2
right contact to sites 1, 2: 0.00e+00, -2.25e-04 eV^2
atoms per finite chain: 400
observation time: 9.87 ps
transmission at 0.020 eV: 0.4274
transmission at 0.030 eV: 0.2794
transmission at 0.040 eV: 0.0501
T_L=0.040, T_R=0.020 eV: J evolved 47.1951, formula 47.1951 eV/ns
T_L=0.020, T_R=0.040 eV: J evolved -47.1951, formula -47.1951 eV/ns
T_L=0.060, T_R=0.010 eV: J evolved 115.9634, formula 115.9634 eV/ns
evolved |reverse/forward|: 1.000000
B. ONE-SITE BRIDGE
bridge quantum w0: 0.030 eV
contact constants v_L, v_R: 1.00e-04, 2.50e-05 eV^2
contact rates g_L, g_R: 3.2075e-04, 3.2000e-05 eV
rate ratio g_L/g_R: 10.023
occupations n_hot, n_cold: 0.8953, 0.2872
left upward rate, hot, mode sum: 2.8715e-04 eV
left upward rate, hot, g_L n: 2.8715e-04 eV
oscillator J, golden rule: 0.8064 eV/ns
oscillator J, full formula: 0.8061 eV/ns
relative difference: -0.034 %
difference at 0.1 of the rates: -0.003 %
two-level J, left hot: 0.3009 eV/ns = 48.20 pW
two-level J, left cold: -0.4786 eV/ns = -76.69 pW
upper population, left hot, left cold: 0.3134, 0.2032
factor 1-2p, left hot, left cold: 0.3731, 0.5936
|reverse/forward| with 2 levels: 1.590854
|reverse/forward| with 3 levels: 1.364705
|reverse/forward| with 4 levels: 1.212584
|reverse/forward| with 6 levels: 1.064664
|reverse/forward| with 10 levels: 1.004673
|reverse/forward| with 60 levels: 1.000000
two levels, equal contacts: 1.000000
two levels, limit g_L >> g_R: 1.7724
two levels, T = 0.0310 and 0.0290 eV: 1.04753
two levels, T = 0.0305 and 0.0295 eV: 1.02349
finished without a failed check
```
